**Inversion charge at twice the Fermi potential**

For a uniformly doped p-type MOS structure with classical carriers, the electron charge per area at surface potential `psi_s = 2*phi_F` is `Q_n = Vt*C_d*(1 + 3/(4a) + ...)`. Here `Vt = kT/q`, `a = psi_s/Vt`, and `C_d = sqrt(q*eps*N_A/(2*psi_s))` is the depletion capacitance for acceptor density `N_A`. The program integrates Poisson's equation in space and asserts the surface field, the charge with its first correction (four dopings and one body-biased case), the equality of the inversion and bulk-charge capacitances with `C_d`, the layer thickness, and the exponential law below threshold. For `N_A = 1e17 cm^-3` at 300 K, `Vt*C_d` is 2.58 nC/cm2 and the numerical charge is 2.64 nC/cm2, or 1.6 % of the total semiconductor charge. A body bias of 2 V lowers the numerical charge to 1.41 nC/cm2. A triangular-well estimate, whose weak-field limit is also asserted, shows that quantum confinement reduces the unbiased charge to about 0.85 nC/cm2. The classical law is therefore good to about ten percent at `1e15 cm^-3` as far as confinement goes, and poor at high doping.

## Program and output

```python
# Result under test: in a p-type MOS structure whose surface potential is twice
# the Fermi potential, the electron charge per area is not zero but
#     Q_n = Vt*C_d*(1 + 3/(4a) + O(1/a^2)),  C_d = sqrt(q*eps*N_A/(2*psi_s)).
# Vt = kT/q, psi_s = surface potential, a = psi_s/Vt, N_A = acceptor density.
# With body bias V_SB the same law holds at psi_s = 2*phi_F + V_SB.
# Independent road: Poisson's equation is integrated in space from the bulk to
# the surface, and the electron charge is accumulated on the way.
# Scaled variables: u = psi/Vt, length in Debye lengths, charge in q*N_A*L_D.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import ai_zeros

q, k_B, hbar, m_e = const.e, const.k, const.hbar, const.m_e


def integrate_poisson(a, u_surface):
    """Return surface field, electron charge and mean electron depth (scaled).

    The electron density is N_A*exp(u - a), equal to N_A where u = a.
    """
    r = np.exp(-a)

    def rhs(x, y):
        u, field = y[0], y[1]
        excess_electrons = r * np.expm1(u)
        return [field, -np.expm1(-u) + excess_electrons,
                excess_electrons, x * excess_electrons]

    def reached_surface(x, y):
        return y[0] - u_surface
    reached_surface.terminal = True
    reached_surface.direction = 1

    start = 1e-6
    sol = solve_ivp(rhs, (0.0, 100.0), [start, start, 0.0, 0.0],
                    method="DOP853", rtol=1e-11, atol=1e-14,
                    max_step=0.05, events=reached_surface)
    assert len(sol.t_events[0]) == 1
    x_end = sol.t_events[0][0]
    _, field, charge, moment = sol.y_events[0][0]
    return field, charge, x_end - moment / charge


# ---- inputs: rough typical silicon values and a long-channel device ----
T = 300.0
N_A = 1e17 * 1e6
n_i_300 = 1e10 * 1e6
gap_eV = 1.12
eps_si = 11.7 * const.epsilon_0
eps_ox = 3.9 * const.epsilon_0
t_ox, channel_length, V_SB = 7e-9, 10e-6, 2.0
mass_long, mass_trans = 0.916, 0.190
barrier_eV, mass_oxide = 3.1, 0.5
acceptor_depth_eV = 0.045


def fermi_potential(doping, temperature):
    n_i = (n_i_300 * (temperature / 300.0)**1.5
           * np.exp(-gap_eV * q / (2 * k_B) * (1 / temperature - 1 / 300.0)))
    return k_B * temperature / q * np.log(doping / n_i)


def depletion_capacitance(doping, psi):
    return np.sqrt(q * eps_si * doping / (2 * psi))


Vt = k_B * T / q
phi_F = fermi_potential(N_A, T)
psi_s = 2 * phi_F
a = psi_s / Vt
C_d = depletion_capacitance(N_A, psi_s)
W = eps_si / C_d
E_s = np.sqrt(2 * q * N_A * psi_s / eps_si)
L_D = np.sqrt(eps_si * Vt / (q * N_A))
charge_unit = q * N_A * L_D
Q_leading = Vt * C_d
Q_corrected = Q_leading * (1 + 3 / (4 * a))
Q_sheet = np.sqrt(2 * q * eps_si * N_A) * (np.sqrt(psi_s + Vt) - np.sqrt(psi_s))

field, charge, depth = integrate_poisson(a, a)
Q_numeric = charge * charge_unit
E_numeric = field * Vt / L_D
depth_numeric = depth * L_D
Q_total = eps_si * E_numeric

# ---- field, charge and layer thickness at twice the Fermi potential ----
assert abs(E_numeric / E_s - 1) < 1e-6
assert abs(depth_numeric / (Vt / E_s) - 1) < 2 / a
assert abs(Q_numeric / Q_total * 2 * a - 1) < 1 / a

# ---- law and its first correction over doping and with body bias ----
a_body = (psi_s + V_SB) / Vt
scan_dopings = [1e15 * 1e6, 1e16 * 1e6, 1e17 * 1e6, 1e18 * 1e6]
a_values = [2 * fermi_potential(d, T) / Vt for d in scan_dopings] + [a_body]
ratios = []
for a_test in a_values:
    _, charge_test, _ = integrate_poisson(a_test, a_test)
    ratio = charge_test * np.sqrt(2 * a_test)
    ratios.append(ratio)
    remainder = (ratio - 1 - 3 / (4 * a_test)) * a_test**2
    assert 0 < remainder < 2, (a_test, remainder)

# ---- both capacitances by finite differences in the surface potential ----
h = 0.01
f_hi, n_hi, _ = integrate_poisson(a, a + h)
f_lo, n_lo, _ = integrate_poisson(a, a - h)
C_inversion = (n_hi - n_lo) / (2 * h) * charge_unit / Vt
C_bulk = ((f_hi - n_hi) - (f_lo - n_lo)) / (2 * h) * charge_unit / Vt
assert abs(C_inversion / C_d - 1) < 1e-4
assert abs(C_bulk / C_d - 1) < 1e-4

# ---- exponential law below threshold, and charge above it ----
step_V = 0.1
_, n_below, _ = integrate_poisson(a, a - step_V / Vt)
_, n_above, _ = integrate_poisson(a, a + step_V / Vt)
Q_below, Q_above = n_below * charge_unit, n_above * charge_unit
Q_below_law = (Vt * depletion_capacitance(N_A, psi_s - step_V)
               * np.exp(-step_V / Vt))
a_below = a - step_V / Vt
assert abs(Q_below / Q_below_law - 1 - 1 / a_below) < 3 / a_below**2

# ---- body bias and gate side ----
C_d_body = depletion_capacitance(N_A, psi_s + V_SB)
Q_body = ratios[-1] * Vt * C_d_body
E_body = q * N_A / C_d_body
C_ox = eps_ox / t_ox
V_ox = Q_total / C_ox

# ---- confinement: Airy levels in a triangular well, (100) surface ----
airy_z = -ai_zeros(600)[0]


def thermal_wavelength(mass):
    return np.sqrt(2 * np.pi * hbar**2 / (mass * m_e * k_B * T))


def confinement_ratio(surface_field):
    """Quantum over classical electron charge at the same band bending."""
    total = 0.0
    for weight, mass in ((1 / 3, mass_long), (2 / 3, mass_trans)):
        scale = (hbar**2 / (2 * mass * m_e))**(1 / 3) * (q * surface_field)**(2 / 3)
        quantum = np.sum(np.exp(-scale * airy_z / (k_B * T)))
        classical = Vt / surface_field / thermal_wavelength(mass)
        total += weight * quantum / classical
    return total


# Weak field: a hard wall removes a quarter thermal wavelength of the layer.
weak_field = 1e6
wall_loss = (thermal_wavelength(mass_long) / 3
             + 2 * thermal_wavelength(mass_trans) / 3) * weak_field / (4 * Vt)
assert abs(confinement_ratio(weak_field) - (1 - wall_loss)) < 0.006
quantum_ratios = [confinement_ratio(
    np.sqrt(2 * q * d * 2 * fermi_potential(d, T) / eps_si)) for d in scan_dopings]
quantum_here = confinement_ratio(E_s)
assert all(x > y for x, y in zip(quantum_ratios, quantum_ratios[1:]))

# ---- other neglected effects ----
N_c = 6 * 2 * np.sqrt(mass_long) * mass_trans * (
    m_e * k_B * T / (2 * np.pi * hbar**2))**1.5
N_v = n_i_300**2 * np.exp(gap_eV / Vt) / N_c
degeneracy_loss = N_A / (2**1.5 * N_c)
b = 4 * np.exp(acceptor_depth_eV / Vt) / N_v
ionized_fraction = (np.sqrt(1 + 4 * b * N_A) - 1) / (2 * b * N_A)
action = quad(lambda x: np.sqrt(2 * mass_oxide * m_e * q
                                * (barrier_eV - V_ox * x)) / hbar, 0, 1)[0] * t_ox
log10_tunnel = -2 * action / np.log(10)
T_hot = 358.15
psi_hot = 2 * fermi_potential(N_A, T_hot)
Q_hot = k_B * T_hot / q * depletion_capacitance(N_A, psi_hot)

nC = 1e5      # C/m2 to nC/cm2
print("INPUTS (rough typical values)")
print(f"temperature {T:.0f} K, acceptor density {N_A/1e6:.1e} cm^-3")
print(f"intrinsic density {n_i_300/1e6:.1e} cm^-3, gap {gap_eV:.2f} eV")
print(f"relative permittivity: Si {eps_si/const.epsilon_0:.1f}, "
      f"oxide {eps_ox/const.epsilon_0:.1f}")
print(f"oxide {t_ox*1e9:.1f} nm, channel {channel_length*1e6:.0f} um, "
      f"body bias {V_SB:.1f} V")
print("AT TWICE THE FERMI POTENTIAL, NO BODY BIAS")
print(f"thermal voltage {Vt*1e3:.3f} mV")
print(f"Fermi potential {phi_F:.4f} V, surface potential {psi_s:.4f} V")
print(f"a = psi_s/Vt = {a:.2f}")
print(f"surface field {E_s/1e8:.4f} MV/cm")
print(f"depletion width {W*1e9:.1f} nm")
print(f"depletion capacitance {C_d*100:.4f} uF/cm2")
print(f"inversion capacitance, numerical {C_inversion*100:.4f} uF/cm2")
print(f"bulk-charge capacitance, numerical {C_bulk*100:.4f} uF/cm2")
print(f"Vt*C_d {Q_leading*nC:.4f} nC/cm2")
print(f"with first correction {Q_corrected*nC:.4f} nC/cm2")
print(f"numerical Poisson charge {Q_numeric*nC:.4f} nC/cm2")
print(f"charge-sheet formula {Q_sheet*nC:.4f} nC/cm2")
print(f"numerical electrons per area {Q_numeric/q/1e4:.3e} cm^-2")
print(f"total semiconductor charge {Q_total*nC:.2f} nC/cm2")
print(f"electron share of total charge {100*Q_numeric/Q_total:.2f} %")
print(f"layer thickness Vt/E_s {Vt/E_s*1e9:.3f} nm")
print(f"mean electron depth, numerical {depth_numeric*1e9:.3f} nm")
print(f"charge {step_V:.1f} V below: {Q_below*nC:.4f} nC/cm2 "
      f"(leading law {Q_below_law*nC:.4f})")
print(f"charge {step_V:.1f} V above: {Q_above*nC:.2f} nC/cm2")
print("GATE SIDE AND BODY BIAS")
print(f"oxide capacitance {C_ox*100:.4f} uF/cm2, oxide voltage {V_ox:.4f} V")
print(f"gate voltage above flat band {psi_s+V_ox:.4f} V")
print(f"Q_n/C_ox {Q_numeric/C_ox*1e3:.2f} mV")
print(f"with body bias: surface potential {psi_s+V_SB:.4f} V")
print(f"with body bias: C_d {C_d_body*100:.4f} uF/cm2")
print(f"with body bias: Vt*C_d {Vt*C_d_body*nC:.4f}, "
      f"numerical {Q_body*nC:.4f} nC/cm2")
print("DOPING SCAN: N_A (cm^-3), Q_n/(Vt*C_d), quantum/classical charge")
for d, ratio, quantum in zip(scan_dopings, ratios, quantum_ratios):
    print(f"{d/1e6:.0e}  {ratio:.4f}  {quantum:.3f}")
print("NEGLECTED EFFECTS FOR THE EXAMPLE")
print(f"masses {mass_long:.3f} and {mass_trans:.3f} electron masses")
print(f"charge with confinement {Q_numeric*quantum_here*nC:.2f} nC/cm2")
print(f"extra band bending to offset it {-Vt*np.log(quantum_here)*1e3:.1f} mV")
print(f"degeneracy lowers surface density by {100*degeneracy_loss:.2f} %")
print(f"ionized share of bulk acceptors {100*ionized_fraction:.1f} % "
      f"(level {acceptor_depth_eV*1e3:.0f} meV)")
print(f"oxide field {V_ox/t_ox/1e8:.3f} MV/cm")
print(f"oxide tunnelling, log10 of transmission {log10_tunnel:.1f} "
      f"({barrier_eV:.1f} eV, mass {mass_oxide:.1f})")
print(f"silicon field with body bias {E_body/1e8:.3f} MV/cm")
print(f"depletion width / channel length {100*W/channel_length:.2f} %")
print(f"at {T_hot-273.15:.0f} C: 2*phi_F {psi_hot:.4f} V, "
      f"Vt*C_d {Q_hot*nC:.4f} nC/cm2")
print("finished without a failed check")
```

Output:

```
INPUTS (rough typical values)
temperature 300 K, acceptor density 1.0e+17 cm^-3
intrinsic density 1.0e+10 cm^-3, gap 1.12 eV
relative permittivity: Si 11.7, oxide 3.9
oxide 7.0 nm, channel 10 um, body bias 2.0 V
AT TWICE THE FERMI POTENTIAL, NO BODY BIAS
thermal voltage 25.852 mV
Fermi potential 0.4167 V, surface potential 0.8334 V
a = psi_s/Vt = 32.24
surface field 0.1606 MV/cm
depletion width 103.8 nm
depletion capacitance 0.0998 uF/cm2
inversion capacitance, numerical 0.0998 uF/cm2
bulk-charge capacitance, numerical 0.0998 uF/cm2
Vt*C_d 2.5798 nC/cm2
with first correction 2.6398 nC/cm2
numerical Poisson charge 2.6437 nC/cm2
charge-sheet formula 2.5601 nC/cm2
numerical electrons per area 1.650e+10 cm^-2
total semiconductor charge 166.32 nC/cm2
electron share of total charge 1.59 %
layer thickness Vt/E_s 1.610 nm
mean electron depth, numerical 1.686 nm
charge 0.1 V below: 0.0596 nC/cm2 (leading law 0.0575)
charge 0.1 V above: 94.49 nC/cm2
GATE SIDE AND BODY BIAS
oxide capacitance 0.4933 uF/cm2, oxide voltage 0.3372 V
gate voltage above flat band 1.1705 V
Q_n/C_ox 5.36 mV
with body bias: surface potential 2.8334 V
with body bias: C_d 0.0541 uF/cm2
with body bias: Vt*C_d 1.3991, numerical 1.4089 nC/cm2
DOPING SCAN: N_A (cm^-3), Q_n/(Vt*C_d), quantum/classical charge
1e+15  1.0357  0.900
1e+16  1.0293  0.700
1e+17  1.0248  0.322
1e+18  1.0215  0.044
NEGLECTED EFFECTS FOR THE EXAMPLE
masses 0.916 and 0.190 electron masses
charge with confinement 0.85 nC/cm2
extra band bending to offset it 29.3 mV
degeneracy lowers surface density by 0.13 %
ionized share of bulk acceptors 91.9 % (level 45 meV)
oxide field 0.482 MV/cm
oxide tunnelling, log10 of transmission -37.7 (3.1 eV, mass 0.5)
silicon field with body bias 0.296 MV/cm
depletion width / channel length 1.04 %
at 85 C: 2*phi_F 0.7614 V, Vt*C_d 3.2221 nC/cm2
finished without a failed check
```
